Why Transfer-Matrix Products Fail and Green's-Function Recursion Does Not

A disordered strip, 32 lattice spacings long and with two conducting channels, has a total transmission of 0.768. Multiplying its transfer matrices in double precision and extracting the transmission from the inverse of one block of the product gives 0.102. At 40 spacings the correct value is 0.574 and the computed one is zero to eight decimals. Another formula, algebraically equivalent, gives 7×10³⁷. The equations are correct in every case, and the same product carried out with 1700 binary digits gives the right answers. What fails is the arithmetic: very large and very small numbers share one matrix, and rounding the large ones wipes out the small ones.

The failure has a length scale. If κ is the fastest evanescent decay rate in the strip, the condition number of the product grows as exp(2κL), and in double precision the matrix is numerically singular beyond about 18/κ. Which results are lost there, and which survive longer, depends on how they are extracted. A strip whose modes can be solved by hand shows this, and also shows why a recursion for the Green's function escapes.

**The strip and its modes**

Take a square lattice with W sites across and slices numbered n along the strip. The hopping energy is −t, and from here on t = 1 and the lattice spacing is 1. A real symmetric matrix h_n describes slice n. The Schrödinger equation for the slice vector ψ_n is

h_n ψ_n − ψ_{n+1} − ψ_{n−1} = E ψ_n.

Solving for ψ_{n+1} gives a step forward:

(ψ_{n+1}; ψ_n) = M_n (ψ_n; ψ_{n−1}),  M_n = [[h_n − E, −1], [1, 0]].

A semicolon separates stacked vectors or matrix rows. For N slices the product is T = M_N … M_1, and L = N.

In a clean strip all h_n equal h = U diag(ε_m) Uᵀ, with U real orthogonal. The amplitude c_n of transverse mode m obeys c_{n+1} + c_{n−1} = x c_n with x = ε_m − E. Setting c_n = λⁿ gives

λ + 1/λ = x.

If |x| < 2, then x = 2cos k and λ = exp(±ik): the mode is open. Since E = ε_m − 2cos k, its velocity is v = dE/dk = 2 sin k (with ħ = 1), so exp(ikn) with 0 < k < π moves right. If x > 2, then x = 2cosh κ and λ = exp(±κ): the mode is closed. The case x < −2 would only add alternating signs and does not occur below.

The example has W = 4 and E = −2.25. Modes 1 and 2 are open. Mode 3 is closed with rate 0.901. Mode 4 has ε = 1.618, so x = 3.868 and cosh κ = 1.934, which gives κ = 1.278 per slice. This is the largest rate, and κ without a label means this one.

**How fast the condition number grows**

For one closed mode the transfer matrix is m = [[x, −1], [1, 0]]. With S_j = sinh(jκ), its powers are

mᴺ = (1/sinh κ) [[S_{N+1}, −S_N], [S_N, −S_{N−1}]].

For N = 1 this holds because S_2/S_1 = 2cosh κ = x and S_0 = 0. Multiplying by another m moves the old top row to the bottom. The new top row is x times the old top row minus the old bottom row, and the identity

S_{j+1} + S_{j−1} = 2cosh κ S_j

turns it into S_{N+2} and −S_{N+1}, both over sinh κ. The formula therefore holds for N + 1.

Since det m = 1, the singular values of mᴺ are σ and 1/σ. The sum of their squares equals the sum of the squared matrix elements:

σ² + σ⁻² = (S²_{N+1} + 2S²_N + S²_{N−1}) / sinh²κ.

For large Nκ, S_j ≈ exp(jκ)/2 and σ⁻² is negligible, so

σ² ≈ exp(2κN) (e^{2κ} + 2 + e^{−2κ}) / (4 sinh²κ).

The bracket is (2cosh κ)². The condition number, the ratio of largest to smallest singular value, is σ/(1/σ) = σ², hence

cond ≈ coth²κ exp(2κN).

The orthogonal matrix U splits the full clean product into such 2×2 blocks without changing singular values. For open modes sinh is replaced by sin, and the elements stay below 1/sin k in size. At large N the fastest closed mode thus supplies both the largest and the smallest singular value. For N = 10 the law gives 1.3649 × exp(25.56) = 1.720×10¹¹, which agrees with the condition number computed directly from the matrix and its inverse.

Disorder mixes the modes, but the pairing of singular values remains. Let J = [[0, 1], [−1, 0]] in blocks and B = h_n − E, which is symmetric. Then JM_n = [[1, 0], [−B, 1]], and

M_nᵀ J M_n = [[B, 1], [−1, 0]] [[1, 0], [−B, 1]] = [[0, 1], [−1, 0]] = J.

Therefore TᵀJT = J. Applied to a solution and its complex conjugate, this says that the current is the same through every slice. It also gives T⁻¹ = J⁻¹TᵀJ. As J is orthogonal, T⁻¹ and T have the same singular values, so these come in pairs σ, 1/σ and cond = ‖T‖². In a long disordered strip, κ is replaced by the largest Lyapunov exponent, the mean growth rate of ‖T‖. In the example the on-site energies are uniform in [−0.5, 0.5]. One sample has condition number 3.6×10²² at N = 20, against 2.2×10²² for the clean strip.

**What double precision can hold**

Double precision has a relative spacing ε = 2.22×10⁻¹⁶, so ln(1/ε) = 36.04. Setting exp(2κL) = 1/ε gives

L = ln(1/ε)/(2κ) ≈ 18/κ,

or 14.1 slices here. The factor coth²κ shortens this by ln(1.365)/(2κ) ≈ 0.1 slice. Beyond this length the smallest singular values are below the rounding error of the largest elements. At N = 20 the disordered product stored in double precision has an apparent condition number of 2.6×10¹⁷, five orders of magnitude too small.

To see what else is lost, follow the errors. Rounding at slice j introduces an error of size ε‖M_j … M_1‖ ~ ε exp(κj). The remaining slices can amplify it by exp(κ(N−j)). Each slice therefore contributes up to about

ε exp(κj) exp(κ(N−j)) = ε exp(κN).

The error made at the last slice has this size already, and nothing confines it to the fastest-growing direction. It forms a noise floor for all the others. A part of the solution that grows as exp(γN) sinks below the floor when exp(γL) = ε exp(κL), that is, at

L_γ = ln(1/ε)/(κ − γ).

For the fastest-decaying part γ = −κ, which gives 18/κ. For an open channel γ = 0, which gives 36/κ. These are estimates of the exponent; prefactors move the actual failure by some slices.

Current conservation belongs to the first class. If the computed product is T + δT, then to first order TᵀJT changes by

δTᵀ J T + Tᵀ J δT ~ ε exp(κN) exp(κN) = ε exp(2κN).

In six disordered samples this violation reaches 1 at 16 slices on average, against the estimate of 14.1. In single precision ln(1/ε) = 15.94; the estimate is 6.2 slices and the observed mean is 8. The two observed lengths differ by 8.0 slices and the two estimates by 7.9. Changing the number format alone moves the failure by the expected amount, which identifies rounding as the cause.

**Two formulas for the transmission**

Attach clean leads to both ends of the disordered region. Let Λ be the diagonal matrix of the factors λ for modes that move or decay to the right: exp(ik) for open modes, exp(−κ_m) for closed ones. Modes of the opposite kind have Λ⁻¹. In a lead,

(ψ_{n+1}; ψ_n) = S (c₊; c₋),  S = [[UΛ, UΛ⁻¹], [U, U]].

With amplitudes a on the left and b on the right, (b₊; b₋) = Q (a₊; a₋), where Q = S⁻¹TS.

For a wave incident from the right, a₊ = 0. Then b₋ = Q₋₋a₋, and the transmission matrix is

t' = Q₋₋⁻¹.

For a wave incident from the left, b₋ = 0. The lower row gives a₋ = −Q₋₋⁻¹Q₋₊a₊, and inserting this in the upper row gives

t = Q₊₊ − Q₊₋ Q₋₋⁻¹ Q₋₊.

The total transmission is the sum of (v_i/v_j)|t_ij|² over open modes i and j. It is the same in both directions, as the Green's-function form below shows.

In the first formula the computed block is Q₋₋ + F with F ~ ε exp(κN), and to first order

(Q₋₋ + F)⁻¹ = Q₋₋⁻¹ − Q₋₋⁻¹ F Q₋₋⁻¹.

The open-channel part of Q₋₋⁻¹ is of order one, so the error is of order ε exp(κN). This predicts failure near 36/κ = 28.2 slices. The typical relative error of the transmission over the six samples, taken as a geometric mean, first exceeds 10% at N = 30. Between 10 and 23 slices it grows at a rate of 1.25 per slice, close to κ = 1.28. With disorder the open-channel elements of Q₋₋ grow exponentially themselves and stay far above F. What matters is the remainder left once the closed modes are eliminated, namely the inverse of the open-channel part of Q₋₋⁻¹, which is of order one. Further on, F dominates this remainder, and the open-channel amplitudes fall as 1/F. At N = 40 the exponent alone gives amplitudes exp(36.0 − 51.1) ≈ 3×10⁻⁷. The typical error passes 10% only at N = 30, where ε exp(κN) ≈ 10. The full F follows the bare estimate, but its open-channel part is several times smaller, and the amplitudes at N = 40 are about 10⁻⁵. They are still far too small: the computed transmission in the opening example is zero to eight decimals.

The second formula subtracts large blocks. Suppose it is evaluated with an explicitly computed inverse. That inverse is Q₋₋⁻¹(1 + R), with a residual R of at most about ε exp(κN). The product Q₊₋Q₋₋⁻¹ is the reflection matrix for incidence from the right, with an open-channel part of order one, and it acquires an error that scales as ε exp(κN), with a prefactor far below one in the example. Part of this comes from R and part from rounding in the product itself, since Q₊₋ also grows as exp(κN). Multiplication by Q₋₊, which itself grows as exp(κN), produces an amplitude error

c ε exp(2κN).

The factor c depends on disorder. In a clean strip Q is diagonal in the modes, so Q₊₋ and Q₋₊ vanish apart from rounding and this error is absent. With disorder, an open wave is partly converted into the closed mode that grows along the strip. At N = 20 the amplitude error, relative to the norm of the open-channel amplitudes, is 1.3×10⁻⁶ in the clean strip and 1.1 in the disordered ones.

Between 12 and 24 slices this error grows at a rate of 2.54 per slice, against 2κ = 2.56. Between 5 and 12 slices the rate is 1.71. That would fit a competition between terms growing as exp(κN) and exp(2κN), though the two were not separated. The typical transmission error passes 10% at N = 19, about five slices after 18/κ. The delay points to a small c: an error of 1.1 at N = 20 requires c ≈ 3×10⁻⁷, a value inferred from the result and not predicted. It is typical of these six samples only: c varies from sample to sample by more than a factor of ten and falls steeply as the disorder is weakened.

The explicit inverse is to blame for this early failure. Errors of size ε exp(κN) in the blocks of Q reach t either directly, from Q₊₊, or through the reflection matrices Q₊₋Q₋₋⁻¹ and Q₋₋⁻¹Q₋₊, whose elements, including those that link open to closed modes, are at most of order one away from resonances, so they change t by at most order ε exp(κN). Solving the linear system Q₋₋X = Q₋₊ and forming Q₊₊ − Q₊₋X keeps the error at this level and postpones the failure to about 36/κ.

So 18/κ marks the point where the matrix has lost its small singular values. The cancelling formula with an explicit inverse fails somewhat later, and the inverse block near twice that length. Higher precision postpones these failures, but the number of digits must grow in proportion to N.

**The recursion carries a ratio**

Let g_n be the Green's function of the left lead and slices 1 to n, evaluated on slice n. The hopping is −1, so E − H has +1 between neighbouring slices. With a unit source on slice n, the equation on that slice reads

(E − h_n) G_{nn} + G_{n−1,n} = 1.

The part to the left responds to slice n through the hopping, which gives G_{n−1,n} = −g_{n−1}G_{nn}. Hence

g_n = (E − h_n − g_{n−1})⁻¹.

In the clean lead all g are equal. For each mode 1/g = −x − g, which g = −λ satisfies, since −1/λ = −x + λ. Choosing outgoing and decaying waves gives the starting value g_0 = −UΛUᵀ.

This recursion solves the same equation as the transfer matrix. Let Ψ_n be a W×W matrix whose columns are solutions, with Ψ_0 = UΛUᵀ and Ψ_1 = 1, and define R_n = −Ψ_nΨ_{n+1}⁻¹. Dividing the transfer equation by Ψ_n from the right gives

Ψ_{n+1}Ψ_n⁻¹ = h_n − E − Ψ_{n−1}Ψ_n⁻¹ = h_n − E + R_{n−1}.

The left side is −R_n⁻¹, so R_n = (E − h_n − R_{n−1})⁻¹. As R_0 = g_0, it follows that R_n = g_n.

The ratio is unchanged if all Ψ_n are multiplied from the right by the same invertible matrix, so the growth shared by successive slices drops out. The transfer product lets that growth accumulate and divides at the end, when the columns of Ψ have become nearly parallel. The recursion divides at every slice. Computed from transfer solutions in double precision, g agrees with the recursion to 10⁻¹³ at N = 6, while at N = 40 the two differ by 3.7, more than the clean g itself, whose norm is 1.

**Why its errors do not grow exponentially**

Suppose rounding at slice j acts like a change δ of h_j. Since d(A⁻¹) = −A⁻¹ dA A⁻¹ and A = E − H changes by −δ, the final block changes to first order by

δg_N = G_{Nj} δ G_{jN}.

Here G belongs to the chain that is connected to the left lead and cut after slice N. To find G_{Nj} for j < N, put the source on slice j. The equations are

(E − h_N)G_{Nj} + G_{N−1,j} = 0,
G_{N−1,j} = G̃_{N−1,j} − g_{N−1}G_{Nj},

where the tilde marks the chain that ends at N − 1. Together they give G_{Nj} = −g_N G̃_{N−1,j}. In a clean strip each factor −g equals UΛUᵀ, and the last one, G_{jj} = g_j, equals −UΛUᵀ. Therefore

G_{Nj} = −U Λ^{N−j+1} Uᵀ.

Open modes have |λ| = 1 and closed modes have |λ| < 1. Errors in open modes are passed on at constant size, and errors in closed modes die out. The decay that ruined the product now removes errors, and the total grows at most in proportion to N.

With disorder the amplification is bounded by the squared norm of G_{Nj}, because G_{jN} is its transpose. Its largest value in the six samples at N = 40 is 11, whereas the transfer product of one of them has norm 2×10²². This bound does not stay so small in longer chains: for the 400-slice sample used below it exceeds 100 at the full length and 10⁴ for some intermediate cuts, which is still negligible beside exp(κN). The condition for stability is visible here. If a truncated chain has a quasi-bound state of very small width close to E, then G is large, and rounding its large elements swamps the smaller ones. Accuracy lost at that slice is in general not recovered later. If the state is truly bound and lies at E, the inverse does not exist.

**Transmission from the recursion**

Let a wave in open mode j, with mode vector u_j, arrive from the left with unit amplitude at slice 0. The reflected part of ψ_0 is UΛUᵀ times that of ψ_1, so

ψ_0 = UΛUᵀψ_1 + (1 − λ_j²)u_j.

Inserted in the equation for slice 1, this gives

(E − h_1 − Σ)ψ_1 + ψ_2 = −(1 − λ_j²)u_j,  Σ = −UΛUᵀ.

The right lead adds the same Σ on slice N. With 1 − λ_j² = −2i sin k_j λ_j = −i v_j λ_j, the transmitted wave and its amplitude in mode i are

ψ_N = i v_j λ_j G_{N1} u_j,  t_ij = i v_j λ_j u_iᵀ G_{N1} u_j,

where G now belongs to the chain with both leads. The total transmission is

Σ_ij (v_i/v_j)|t_ij|² = Σ_ij v_i v_j |u_iᵀ G_{N1} u_j|² = Tr(Γ G_{N1} Γ G_{N1}†).

Here Γ = i(Σ − Σ†) has eigenvalue 2 sin k = v for open modes and zero for closed ones. Because H is real and symmetric, G_{1N} is the transpose of G_{N1}, and the sum is the same for both directions. The block needed follows from G_{n1} = −g_n G_{n−1,1}, with Σ also subtracted in the last inverse. Two singular values of this product become exponentially small. In a clean strip they are the closed-mode part; with disorder the closed-mode elements are fed by the open modes near both ends and do not decay in this way. The small singular values do no harm, because the transmission is set by the large ones and the product is never inverted.

For all six samples and all lengths up to 40 slices, the recursion in double precision agrees with the 1700-bit reference to a relative error of 1.2×10⁻¹⁵ or better. For one sample of 400 slices, about 28 times the length 18/κ, the transmission is 0.0490 and the relative error is 2×10⁻¹⁴. The numerical check below contains these comparisons.

Calculated quantities

```
strip width 4 sites, energy -2.25 t, disorder full width 1.0 t
samples: 6; open modes: 2
mode 1: level -1.6180 t, open, k or kappa = 1.2493 per slice
mode 2: level -0.6180 t, open, k or kappa = 0.6164 per slice
mode 3: level 0.6180 t, closed, k or kappa = 0.9009 per slice
mode 4: level 1.6180 t, closed, k or kappa = 1.2780 per slice
kappa_max = 1.27800 per slice; coth^2 = 1.3649
eps double = 2.220e-16, ln(1/eps) = 36.044
eps single = 1.192e-07, ln(1/eps) = 15.942
clean, N=5: true cond 4.84583e+05, law 4.84584e+05
clean, N=10: true cond 1.72042e+11, law 1.72042e+11
clean, N=20: true cond 2.16853e+22, law 2.16853e+22
clean, N=30: true cond 2.73336e+33, law 2.73336e+33
disordered sample 1, N=10: true cond 1.865e+11, double gives 1.865e+11
disordered sample 1, N=20: true cond 3.550e+22, double gives 2.608e+17
disordered sample 1, N=30: true cond 3.618e+33, double gives 1.843e+19
predicted ln(1/eps)/(2 kappa): double 14.10, single 6.24 slices
flux error reaches 1 (mean): double 16.00, single 8.00 slices
predicted ln(1/eps)/kappa, double: 28.20 slices
10% transmission error, cancelling formula: N = 19
10% transmission error, inverse-block formula: N = 30
amplitude error growth, cancelling formula, N=12-24: 2.543 per slice (2 kappa = 2.556)
same, N=5-12 (before the strong term dominates): 1.712 per slice
cancelling formula, N=20, relative amplitude error: clean 1.3e-06, disordered 1.1e+00
transmission error growth, inverse-block formula, N=10-23: 1.249 per slice (kappa = 1.278)
sample 1 transmission: N, reference, inverse block, cancelling, recursion
   10  1.48508585  1.48508585  1.485086e+00  1.48508585
   14  1.11266321  1.11266321  1.112654e+00  1.11266321
   18  0.77150376  0.77150357  7.244925e-01  0.77150376
   24  0.89056218  0.89038560  5.706680e+11  0.89056218
   28  0.76983054  0.72760531  1.426787e+20  0.76983054
   32  0.76841750  0.10210014  2.337631e+26  0.76841750
   40  0.57363158  0.00000000  6.782985e+37  0.57363158
largest relative error of recursion, N <= 40: 1.2e-15
N=400: reference 4.9049048060e-02, recursion 4.9049048060e-02
N=400: relative error of recursion 2.1e-14
clean strip: largest norm of G_Nj = 1.000000 (1/t)
disordered, N=40: largest squared norm of G_Nj = 11.14 (1/t^2)
last sample, N=40: norm of transfer product = 2.19e+22
surface g from transfer solutions, N=6: error 8.2e-14 (1/t)
surface g from transfer solutions, N=40: error 3.7e+00 (1/t)
```
